# Thermal diffusion lengths in millisecond and 100-nanosecond laser annealing: a numerical check

```python
# Result under test: the thermal diffusion length L = sqrt(D t), D = 0.1 cm^2/s,
# is 100 um for t = 1 ms and 1 um for t = 100 ns, and it sets the heated depth.
# D: thermal diffusivity, c: heat capacity per volume, k = c D: conductivity,
# F: absorbed flux, H = F t: absorbed fluence, z: depth below the surface.
# Internal units: cm, s, J, K. Material values are rough and silicon-like.
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc, erfcx

D = 0.1
c = 2.2
k = c * D
T_start, T_peak, T_melt = 700.0, 1550.0, 1690.0
rise = T_peak - T_start
wafer = 775e-4
t_ms, t_ns = 1e-3, 1e-7
root_pi = np.sqrt(np.pi)
um = 1e4  # micrometres per centimetre


def length(time):
    return np.sqrt(D * time)


def ierfc(x):
    return np.exp(-x * x) / root_pi - x * erfc(x)


def constant_D(T):
    return D


def silicon_like_D(T):
    return D * (T_peak / T) ** 1.3


def evolve(T, dz, duration, flux, diffusivity):
    """Finite-volume heat equation, given surface flux, insulated far end."""
    def rate(time, T):
        q = np.zeros(len(T) + 1)
        q[0] = flux
        T_face = 0.5 * (T[1:] + T[:-1])
        q[1:-1] = -c * diffusivity(T_face) * np.diff(T) / dz
        return (q[:-1] - q[1:]) / (c * dz)
    answer = solve_ivp(rate, (0.0, duration), T, method="LSODA",
                       lband=1, uband=1, rtol=1e-7, atol=1e-5,
                       t_eval=[duration])
    assert answer.success
    return answer.y[:, -1]


def surface_value(T, dz, flux, diffusivity):
    return T[0] + flux * dz / (2 * c * diffusivity(T[0]))


def half_depth(T, dz, T_surface):
    z = np.concatenate(([0.0], (np.arange(len(T)) + 0.5) * dz))
    u = np.concatenate(([T_surface], T)) - T_start
    return np.interp(-0.5 * u[0], -u, z)


L_ms, L_ns = length(t_ms), length(t_ns)
H_ms = c * rise * root_pi / 2 * L_ms
H_ns = c * rise * root_pi / 2 * L_ns
F_ms, F_ns = H_ms / t_ms, H_ns / t_ns
x_half = brentq(lambda x: root_pi * ierfc(x) - 0.5, 0.0, 2.0)

# Linear heat flow: formulas against the finite-volume solution, both pulses.
cells = 400
rms = {}
for t, L, F in ((t_ms, L_ms, F_ms), (t_ns, L_ns, F_ns)):
    dz = 10 * L / cells
    z = (np.arange(cells) + 0.5) * dz
    burst = np.zeros(cells)
    burst[0] = 1e4
    burst = evolve(burst, dz, t, 0.0, constant_D)
    rms[t] = np.sqrt(np.sum(z**2 * burst) / np.sum(burst))
    assert abs(rms[t] / (np.sqrt(2) * L) - 1) < 2e-3
    T = evolve(np.full(cells, T_start), dz, t, F, constant_D)
    T_surface = surface_value(T, dz, F, constant_D)
    assert abs(T_surface - T_peak) < 1.0
    profile = T_start + rise * root_pi * ierfc(z / (2 * L))
    assert np.max(np.abs(T - profile)) < 1.0
    assert abs(half_depth(T, dz, T_surface) / (2 * x_half * L) - 1) < 5e-3
    cooled = evolve(T, dz, 0.5625 * t, 0.0, constant_D)
    assert abs((cooled[0] - T_start) / rise - 0.5) < 2e-3

# Back face of an insulated wafer: image formula against eigenfunction series.
back = 2 * rise * root_pi * ierfc(wafer / (2 * L_ms))
n = np.arange(1, 60)
fourier = D * t_ms / wafer**2
series = np.sum((-1.0)**n / n**2 * np.exp(-(n * np.pi)**2 * fourier))
back_series = F_ms * wafer / k * (fourier - 1 / 6 - 2 / np.pi**2 * series)
assert abs(back_series / back - 1) < 1e-3
D_cold = silicon_like_D(T_start)
back_cold = 2 * rise * root_pi * ierfc(wafer / (2 * np.sqrt(D_cold * t_ms)))

# Temperature-dependent diffusivity: flux needed for the same peak.
def nonlinear(t, flux, cells):
    dz = 10 * length(t) / cells
    T = evolve(np.full(cells, T_start), dz, t, flux, silicon_like_D)
    T_surface = surface_value(T, dz, flux, silicon_like_D)
    return T_surface, half_depth(T, dz, T_surface)


extra = brentq(lambda f: nonlinear(t_ms, f * F_ms, 300)[0] - T_peak,
               0.9, 2.0, xtol=1e-5)
peak_ms, half_ms = nonlinear(t_ms, extra * F_ms, 300)
peak_ns, half_ns = nonlinear(t_ns, extra * F_ns, 400)
assert abs(peak_ms - peak_ns) < 1.0
assert abs(half_ms / half_ns / 100 - 1) < 5e-3

# Finite absorption depth: surface rise relative to surface absorption.
def absorption_factor(L, depth):
    x = L / depth
    value = 1 - root_pi * (1 - erfcx(x)) / (2 * x)
    # direct time sum of the surface response, time = v^2 in pulse units
    direct = quad(lambda v: 2 * v * erfcx(x * v), 0, 1)[0] * x * root_pi / 2
    assert abs(direct - value) < 1e-6
    return value


# Source definition check: response of one exponential heat deposit.
deposit = quad(lambda y: np.exp(-y - y * y / 4) / root_pi, 0, np.inf)[0]
assert abs(deposit - erfcx(1.0)) < 1e-8
absorb_ms = absorption_factor(L_ms, 10e-4)
absorb_ns = absorption_factor(L_ns, 1e-4)
absorb_uv = absorption_factor(L_ns, 0.01e-4)

# Sideways heat flow: centre of a uniform disc relative to a wide beam.
spot = 100e-4
def spot_factor(L):
    x = spot / (2 * L)
    value = 1 - root_pi * ierfc(x)
    direct = quad(lambda v: 1 - np.exp(-(x / v)**2), 0, 1)[0]
    assert abs(direct - value) < 1e-6
    return value


spot_ms, spot_ns = spot_factor(L_ms), spot_factor(L_ns)

# Radiation (black surface held at the peak) and phonon mean free path.
radiation = constants.Stefan_Boltzmann * T_peak**4 / 1e4
sound = 6e5
mean_free_path = 3 * D / sound

# Boron: rough equilibrium Arrhenius law, and time weighted by temperature.
kB = constants.k / constants.e
B_prefactor, B_energy = 0.76, 3.46
D_boron = B_prefactor * np.exp(-B_energy / (kB * T_peak))


def boron_weight(s):
    u = np.sqrt(s) - (np.sqrt(s - 1) if s > 1 else 0.0)
    T = T_start + rise * u
    return np.exp(-B_energy / kB * (1 / T - 1 / T_peak))


hot_fraction = quad(boron_weight, 0, 1)[0] + quad(boron_weight, 1, 20)[0]
assert hot_fraction < 1
boron_ms, boron_ns = np.sqrt(D_boron * t_ms), np.sqrt(D_boron * t_ns)

print(f"Thermal diffusivity: {D:.2f} cm^2/s")
print(f"Heat capacity per volume: {c:.1f} J/(cm^3 K)")
print(f"Conductivity k = c D: {k:.2f} W/(cm K)")
print(f"Start, peak, melting: {T_start:.0f}, {T_peak:.0f}, {T_melt:.0f} K")
print(f"Surface rise: {rise:.0f} K")
print(f"Wafer thickness: {wafer*um:.0f} um")
print(f"L for 1 ms: {L_ms*um:.2f} um")
print(f"L for 100 ns: {L_ns*um:.4f} um")
print(f"Ratio of lengths: {L_ms/L_ns:.2f}")
print(f"Rms depth, solver, 1 ms: {rms[t_ms]*um:.1f} um")
print(f"Rms depth, solver, 100 ns: {rms[t_ns]*um:.3f} um")
print(f"Fraction of surface rise at z = L: {root_pi*ierfc(0.5):.3f}")
print(f"Half-rise depth / L: {2*x_half:.3f}")
print(f"Equivalent heated depth / L: {root_pi/2:.3f}")
print(f"Fluence, 1 ms: {H_ms:.2f} J/cm^2")
print(f"Fluence, 100 ns: {H_ns:.4f} J/cm^2")
print(f"Flux, 1 ms: {F_ms:.3e} W/cm^2")
print(f"Flux, 100 ns: {F_ns:.3e} W/cm^2")
print(f"Uniform wafer rise later, 1 ms: {H_ms/(c*wafer):.1f} K")
print(f"Uniform wafer rise later, 100 ns: {H_ns/(c*wafer):.2f} K")
print(f"Back-face rise at end of 1 ms: {back:.1e} K")
print(f"Same with D of the cold wafer: {back_cold:.2f} K")
print(f"D(T) law at 700 K: {D_cold:.3f} cm^2/s")
print(f"D(T): fluence factor for same peak: {extra:.3f}")
print(f"D(T): half-rise depth, 1 ms: {half_ms*um:.1f} um")
print(f"D(T): half-rise depth, 100 ns: {half_ns*um:.3f} um")
print(f"Constant D: half-rise depth, 1 ms: {2*x_half*L_ms*um:.1f} um")
print(f"Constant D: half-rise depth, 100 ns: {2*x_half*L_ns*um:.3f} um")
print(f"Rise factor, 1 ms, absorption 10 um: {absorb_ms:.3f}")
print(f"Rise factor, 100 ns, absorption 1 um: {absorb_ns:.3f}")
print(f"Rise factor, 100 ns, absorption 0.01 um: {absorb_uv:.3f}")
print(f"Spot radius: {spot*um:.0f} um")
print(f"Rise factor from spot, 1 ms: {spot_ms:.3f}")
print(f"Rise factor from spot, 100 ns: {spot_ns:.3f}")
print(f"Black-body loss at peak: {radiation:.1f} W/cm^2")
print(f"Loss / flux, 1 ms: {radiation/F_ms:.1e}")
print(f"Loss / flux, 100 ns: {radiation/F_ns:.1e}")
print(f"Sound speed, rough: {sound:.0e} cm/s")
print(f"Phonon mean free path 3D/v: {mean_free_path*1e7:.1f} nm")
print(f"Flux factor that starts melting: {(T_melt-T_start)/rise:.3f}")
print(f"Boron prefactor: {B_prefactor:.2f} cm^2/s")
print(f"Boron activation energy: {B_energy:.2f} eV")
print(f"Boron diffusivity at peak: {D_boron:.2e} cm^2/s")
print(f"Boron length, 1 ms at peak: {boron_ms*1e7:.2f} nm")
print(f"Boron length, 100 ns at peak: {boron_ns*1e7:.4f} nm")
print(f"Effective time at peak / pulse: {hot_fraction:.3f}")
print("finished without a failed check")
```

Running it gives:

```
Thermal diffusivity: 0.10 cm^2/s
Heat capacity per volume: 2.2 J/(cm^3 K)
Conductivity k = c D: 0.22 W/(cm K)
Start, peak, melting: 700, 1550, 1690 K
Surface rise: 850 K
Wafer thickness: 775 um
L for 1 ms: 100.00 um
L for 100 ns: 1.0000 um
Ratio of lengths: 100.00
Rms depth, solver, 1 ms: 141.4 um
Rms depth, solver, 100 ns: 1.414 um
Fraction of surface rise at z = L: 0.354
Half-rise depth / L: 0.699
Equivalent heated depth / L: 0.886
Fluence, 1 ms: 16.57 J/cm^2
Fluence, 100 ns: 0.1657 J/cm^2
Flux, 1 ms: 1.657e+04 W/cm^2
Flux, 100 ns: 1.657e+06 W/cm^2
Uniform wafer rise later, 1 ms: 97.2 K
Uniform wafer rise later, 100 ns: 0.97 K
Back-face rise at end of 1 ms: 1.6e-05 K
Same with D of the cold wafer: 0.61 K
D(T) law at 700 K: 0.281 cm^2/s
D(T): fluence factor for same peak: 1.201
D(T): half-rise depth, 1 ms: 71.0 um
D(T): half-rise depth, 100 ns: 0.710 um
Constant D: half-rise depth, 1 ms: 69.9 um
Constant D: half-rise depth, 100 ns: 0.699 um
Rise factor, 1 ms, absorption 10 um: 0.916
Rise factor, 100 ns, absorption 1 um: 0.493
Rise factor, 100 ns, absorption 0.01 um: 0.991
Spot radius: 100 um
Rise factor from spot, 1 ms: 0.646
Rise factor from spot, 100 ns: 1.000
Black-body loss at peak: 32.7 W/cm^2
Loss / flux, 1 ms: 2.0e-03
Loss / flux, 100 ns: 2.0e-05
Sound speed, rough: 6e+05 cm/s
Phonon mean free path 3D/v: 5.0 nm
Flux factor that starts melting: 1.165
Boron prefactor: 0.76 cm^2/s
Boron activation energy: 3.46 eV
Boron diffusivity at peak: 4.27e-12 cm^2/s
Boron length, 1 ms at peak: 0.65 nm
Boron length, 100 ns at peak: 0.0065 nm
Effective time at peak / pulse: 0.133
finished without a failed check
```
